**Oscillator strengths, mean excitation energy and stopping power of a harmonically bound electron**

For an electron in the ground state of an isotropic oscillator of angular frequency \(\omega\), the generalized oscillator strengths are \(F_n=e^{-s}s^{n-1}/(n-1)!\), with \(s=\hbar q^2/2m\omega\), electron mass \(m\) and momentum transfer \(\hbar q\). They sum to 1, and the Bethe mean excitation energy is \(I=\hbar\omega\). The program diagonalizes a grid Hamiltonian in SI units and asserts that its states reproduce these strengths, including the sum over degenerate states for an oblique momentum transfer, as well as the sum rule and \(I\). It also asserts that a stopping power integrated numerically from Born cross sections agrees with the derived formula. For large \(\xi=2mv^2/\hbar\omega\), with projectile speed \(v\), it asserts that the stopping number \(L\) approaches \(\ln\xi\) and that \(\xi(L-\ln\xi)\) is close to −3. For 2 MeV protons in a silicon model with \(\hbar\omega=170\) eV, the output gives 25.9 eV/nm from the full sum and 27.2 eV/nm from Bethe's formula. Splitting the electrons into three groups with the same \(I\) lowers the full result by 1.8 %.

## Verification by program

```python
"""
Result under test: for an electron in the ground state of an isotropic
harmonic oscillator (angular frequency omega), the generalized oscillator
strengths (GOS) are
    F_n(q) = exp(-s) s**(n-1) / (n-1)!,   s = hbar q**2 / (2 m omega),
they sum to 1 at every q, and the Bethe mean excitation energy I is
hbar*omega.  The stopping number L of a fast heavy point charge then tends
to ln(xi), xi = 2 m v**2 / (hbar omega), v = projectile speed.
Independent road: eigenstates of a grid Hamiltonian in SI units, with
matrix elements of exp(i q.r) and integrals over q done numerically.
"""
import numpy as np
from scipy import constants as const
from scipy.special import exp1, gammaincc, gammaln, digamma

hbar, m_e, eV = const.hbar, const.m_e, const.e
m_p, c_light = const.m_p, const.c
nm = 1e-9
coulomb = const.e**2 / (4 * np.pi * const.epsilon_0)

# Inputs of the worked example
quantum_eV = 170.0
proton_MeV = 2.0
atoms_per_cm3 = 5.0e22
electrons_per_atom = 14
q_example = 80.0 / nm
inner_eV, outer_eV = 2000.0, 20.0
shell_counts = np.array([2, 8, 4])

quantum = quantum_eV * eV
omega = quantum / hbar
length = np.sqrt(hbar / (m_e * omega))
kinetic = proton_MeV * 1e6 * eV
speed = np.sqrt(2 * kinetic / m_p)
xi = 2 * m_e * speed**2 / quantum
electron_density = electrons_per_atom * atoms_per_cm3 * 1e6


def gos_formula(n, s):
    return np.exp(-s + (n - 1) * np.log(s) - gammaln(n))


def stopping_parts(x):
    """Contributions of n = 1 and of all n >= 2 to the stopping number."""
    k = np.arange(1, int(x + 15 * np.sqrt(x) + 80))
    first = 0.5 * exp1(1 / x)
    rest = 0.5 * np.sum(gammaincc(k, (k + 1.0)**2 / x) / k)
    return first, rest


# Eigenstates of one Cartesian coordinate on a sinc-function grid
step = 0.1 * length
index = np.arange(-150, 151)
grid = index * step
diff = index[:, None] - index[None, :]
safe = np.where(diff == 0, 1, diff)
kin = np.where(diff == 0, np.pi**2 / 3, 2.0 / safe**2)
kin = kin * np.where(diff % 2 == 0, 1.0, -1.0)
hamiltonian = hbar**2 / (2 * m_e * step**2) * kin
hamiltonian += np.diag(0.5 * m_e * omega**2 * grid**2)
levels, states = np.linalg.eigh(hamiltonian / eV)
excitation = (levels - levels[0]) * eV
n_top = 60
n_list = np.arange(1, n_top + 1)
assert np.allclose(excitation[n_list], n_list * quantum, rtol=1e-8)


def probabilities(q):
    """|<n|exp(iqx)|0>|^2 for n = 0..n_top from the grid states."""
    amp = states[:, :n_top + 1].T @ (np.exp(1j * q * grid) * states[:, 0])
    return np.abs(amp)**2


def gos_grid(q):
    recoil = hbar**2 * q**2 / (2 * m_e)
    return excitation[n_list] / recoil * probabilities(q)[1:]


# GOS for an oblique q, with the full sum over each degenerate level
recoil_ex = hbar**2 * q_example**2 / (2 * m_e)
s_ex = recoil_ex / quantum
px, py, pz = [probabilities(q_example * u) for u in (1/3, 2/3, 2/3)]
oblique = []
for level in range(1, 9):
    total = 0.0
    for i in range(level + 1):
        for j in range(level + 1 - i):
            total += px[i] * py[j] * pz[level - i - j]
    oblique.append(excitation[level] / recoil_ex * total)
oblique = np.array(oblique)
assert np.allclose(oblique, gos_formula(np.arange(1, 9), s_ex), atol=1e-9)

# Poisson form and sum rule over a range of momentum transfers
sum_errors = []
for s_test in (0.01, 0.5, 3.0, 12.0):
    values = gos_grid(np.sqrt(2 * s_test) / length)
    assert np.allclose(values, gos_formula(n_list, s_test), atol=1e-8)
    sum_errors.append(abs(values.sum() - 1))
assert max(sum_errors) < 1e-8
mean_transfer = np.sum(probabilities(q_example)[1:] * excitation[n_list])
assert abs(mean_transfer / recoil_ex - 1) < 1e-8

# Mean excitation energy from dipole matrix elements
dipole = states[:, 1:n_top + 1].T @ (grid * states[:, 0])
f_dipole = 2 * m_e * excitation[n_list] * dipole**2 / hbar**2
log_energy = np.log(excitation[n_list] / eV)
I_dipole = np.exp(np.sum(f_dipole * log_energy))
assert abs(f_dipole.sum() - 1) < 1e-8
assert abs(I_dipole / quantum_eV - 1) < 1e-7

# At finite q the logarithmic mean lies above hbar*omega
log_mean_ex = np.exp(np.sum(gos_grid(q_example) * log_energy))
assert log_mean_ex > 1.01 * quantum_eV
s_small = 1e-3
small = gos_grid(np.sqrt(2 * s_small) / length)
slope = np.sum(small * np.log(excitation[n_list] / quantum)) / s_small
assert abs(slope - np.log(2)) < 2e-3

# Stopping power from Born cross sections, integrated over q numerically
nodes, weights = np.polynomial.legendre.leggauss(140)
q_high = np.sqrt(2 * 170.0) / length
stopping_grid = 0.0
for n in n_list:
    low, high = np.log(excitation[n] / (hbar * speed)), np.log(q_high)
    q = np.exp(0.5 * (high - low) * nodes + 0.5 * (high + low))
    overlap = states[:, n] * states[:, 0]
    prob = np.abs(np.exp(1j * np.outer(q, grid)) @ overlap)**2
    integral = 0.5 * (high - low) * np.sum(weights * prob / q**2)
    sigma = 8 * np.pi * coulomb**2 / (hbar * speed)**2 * integral
    stopping_grid += electron_density * excitation[n] * sigma
prefactor = 4 * np.pi * coulomb**2 * electron_density / (m_e * speed**2)
first_ex, rest_ex = stopping_parts(xi)
L_full = first_ex + rest_ex
assert abs(stopping_grid / (prefactor * L_full) - 1) < 1e-6

# High-speed limit of the stopping number and of its two parts
limit_rows = []
for x in (10.0, 100.0, 1000.0, 10000.0):
    first, rest = stopping_parts(x)
    number = first + rest
    limit_rows.append((x, first, rest, number, x * np.exp(-number)))
x, first, rest, number, ratio = limit_rows[-1]
assert abs(first - 0.5 * (np.log(x) - np.euler_gamma)) < 1e-3
assert abs(rest - 0.5 * (np.log(x) + np.euler_gamma)) < 1e-3
assert abs(ratio - 1) < 1e-3
scaled = [r[0] * (r[3] - np.log(r[0])) for r in limit_rows]
assert abs(scaled[2] + 3) < 0.1 and abs(scaled[3] + 3) < 0.02

# Sizes of neglected effects
log_middle = (14 * np.log(quantum_eV) - 2 * np.log(inner_eV)
              - 4 * np.log(outer_eV)) / 8
shell_eV = np.array([inner_eV, np.exp(log_middle), outer_eV])
shell_xi = 2 * m_e * speed**2 / (shell_eV * eV)
shell_L = np.array([sum(stopping_parts(x)) for x in shell_xi])
L_shells = np.sum(shell_counts * shell_L) / shell_counts.sum()
kappa = coulomb / (hbar * speed)
bloch = digamma(1.0) - digamma(1 + 1j * kappa).real
gamma_rel = 1 + kinetic / (m_p * c_light**2)
v2_rel = c_light**2 * (1 - 1 / gamma_rel**2)
v2_shift = 100 * (v2_rel / speed**2 - 1)
barkas = coulomb * omega / (m_e * speed**3)
silicon_mass = 28.0 * const.atomic_mass
nuclear = electrons_per_atom * m_e / silicon_mass

to_eV_nm = nm / eV
bethe = prefactor * np.log(xi) * to_eV_nm
full = prefactor * L_full * to_eV_nm
shells = prefactor * L_shells * to_eV_nm

print(f"oscillator quantum hbar*omega = {quantum_eV:.1f} eV")
print(f"oscillator length sqrt(hbar/m omega) = {length/nm:.5f} nm")
print(f"example q = {q_example*nm:.1f} 1/nm")
print(f"recoil energy Q = {recoil_ex/eV:.2f} eV, s = {s_ex:.4f}")
for n in range(1, 7):
    print(f"n={n}: GOS grid {oblique[n-1]:.6f}, "
          f"formula {gos_formula(n, s_ex):.6f}")
print(f"sum of GOS, n=1..60, at example q = {gos_grid(q_example).sum():.8f}")
print(f"largest sum-rule error, four other q = {max(sum_errors):.1e}")
print(f"mean energy transfer at example q = {mean_transfer/eV:.2f} eV")
print(f"I from grid dipole strengths = {I_dipole:.6f} eV")
print(f"logarithmic mean energy at example q = {log_mean_ex:.2f} eV")
print(f"small-q slope of ln(I_q/hbar omega) in s = {slope:.5f}")
print(f"ln 2 = {np.log(2):.5f}")
print("High-speed limit (all dimensionless):")
for row, sc in zip(limit_rows, scaled):
    print(f"xi={row[0]:.0f}: n=1 part {row[1]:.5f}, rest {row[2]:.5f}, "
          f"L {row[3]:.5f}, ln xi {np.log(row[0]):.5f}")
    print(f"   xi*exp(-L) = {row[4]:.5f}, xi*(L-ln xi) = {sc:.4f}")
print(f"proton energy = {proton_MeV:.1f} MeV, speed = {speed:.4e} m/s")
print(f"atomic density = {atoms_per_cm3:.2e} 1/cm3")
print(f"electron density = {electron_density*nm**3:.1f} 1/nm3")
print(f"2 m v^2 = {2*m_e*speed**2/eV:.1f} eV, xi = {xi:.3f}")
print(f"stopping prefactor = {prefactor*to_eV_nm:.4f} eV/nm")
print(f"ln xi = {np.log(xi):.4f}, full L = {L_full:.4f}")
print(f"parts of full L: n=1 {first_ex:.4f}, n>=2 {rest_ex:.4f}")
print(f"stopping, Bethe logarithm = {bethe:.3f} eV/nm")
print(f"stopping, full oscillator sum = {full:.3f} eV/nm")
print(f"stopping, grid quadrature = {stopping_grid*to_eV_nm:.3f} eV/nm")
print(f"full sum relative to Bethe = {100*(full/bethe-1):.2f} %")
print(f"loss in 1 micrometre, full sum = {full:.2f} keV")
for count, energy, x, number in zip(shell_counts, shell_eV,
                                    shell_xi, shell_L):
    print(f"group of {count}: {energy:.1f} eV, xi {x:.3f}, L {number:.4f}")
print(f"stopping, three groups = {shells:.3f} eV/nm, L = {L_shells:.4f}")
print(f"three groups relative to one = {100*(shells/full-1):.2f} %")
print(f"Born parameter e^2/(4 pi eps0 hbar v) = {kappa:.4f}")
print(f"Bloch correction to L = {bloch:.5f}, {100*bloch/L_full:.2f} % of L")
print(f"relativistic change of v^2 = {v2_shift:.3f} %")
print(f"Barkas expansion parameter = {barkas:.5f}")
print(f"nuclear/electronic prefactor ratio = {nuclear:.2e}")
print("no test failed")
```

Output:

```
oscillator quantum hbar*omega = 170.0 eV
oscillator length sqrt(hbar/m omega) = 0.02117 nm
example q = 80.0 1/nm
recoil energy Q = 243.84 eV, s = 1.4343
n=1: GOS grid 0.238271, formula 0.238271
n=2: GOS grid 0.341763, formula 0.341763
n=3: GOS grid 0.245103, formula 0.245103
n=4: GOS grid 0.117188, formula 0.117188
n=5: GOS grid 0.042022, formula 0.042022
n=6: GOS grid 0.012055, formula 0.012055
sum of GOS, n=1..60, at example q = 1.00000000
largest sum-rule error, four other q = 3.0e-14
mean energy transfer at example q = 243.84 eV
I from grid dipole strengths = 170.000000 eV
logarithmic mean energy at example q = 365.32 eV
small-q slope of ln(I_q/hbar omega) in s = 0.69300
ln 2 = 0.69315
High-speed limit (all dimensionless):
xi=10: n=1 part 0.91146, rest 0.98690, L 1.89836, ln xi 2.30259
   xi*exp(-L) = 1.49813, xi*(L-ln xi) = -4.0422
xi=100: n=1 part 2.01896, rest 2.55482, L 4.57378, ln xi 4.60517
   xi*exp(-L) = 1.03189, xi*(L-ln xi) = -3.1389
xi=1000: n=1 part 3.16577, rest 3.73897, L 6.90474, ln xi 6.90776
   xi*exp(-L) = 1.00302, xi*(L-ln xi) = -3.0126
xi=10000: n=1 part 4.31661, rest 4.89343, L 9.21004, ln xi 9.21034
   xi*exp(-L) = 1.00030, xi*(L-ln xi) = -3.0013
proton energy = 2.0 MeV, speed = 1.9574e+07 m/s
atomic density = 5.00e+22 1/cm3
electron density = 700.0 1/nm3
2 m v^2 = 4356.9 eV, xi = 25.629
stopping prefactor = 8.3726 eV/nm
ln xi = 3.2437, full L = 3.0949
parts of full L: n=1 1.3526, n>=2 1.7424
stopping, Bethe logarithm = 27.158 eV/nm
stopping, full oscillator sum = 25.913 eV/nm
stopping, grid quadrature = 25.913 eV/nm
full sum relative to Bethe = -4.59 %
loss in 1 micrometre, full sum = 25.91 keV
group of 2: 2000.0 eV, xi 2.178, L 0.4109
group of 8: 267.6 eV, xi 16.281, L 2.5333
group of 4: 20.0 eV, xi 217.847, L 5.3697
stopping, three groups = 25.457 eV/nm, L = 3.0405
three groups relative to one = -1.76 %
Born parameter e^2/(4 pi eps0 hbar v) = 0.1118
Bloch correction to L = -0.01486, -0.48 % of L
relativistic change of v^2 = -0.319 %
Barkas expansion parameter = 0.00872
nuclear/electronic prefactor ratio = 2.74e-04
no test failed
```
